# How Thickness Variation Lowers the Apparent Weibull Slope of Gate Stacks

Suppose a wafer carries two kinds of transistor in equal numbers, one with a slightly thicker gate dielectric than the other. Under the same stress the logarithm of the lifetime, $\ln T$, scatters within each kind with the same variance $v$, but about different means, $c+s$ for the thick devices and $c-s$ for the thin ones. Write $\ln T=c\pm s+d$, where $d$ has mean zero and variance $v$. The mean over all devices is $c$, and the mean square deviation from it is

$$
\tfrac12\langle(d+s)^2\rangle+\tfrac12\langle(d-s)^2\rangle=v+s^2 ,
$$

because the cross terms $\pm 2s\langle d\rangle$ vanish. If $s$ is well below $\sqrt v$, the two groups overlap, and an engineer who does not know that there are two kinds sees a single broad distribution. On a Weibull plot a broad distribution of $\ln T$ means a small slope, so the breakdown process seems more random than it is in either kind of device. The same addition of variances holds when the thickness varies continuously.

Let a device of known thickness have a Weibull lifetime with slope $\beta$ and scale $\eta$, the time by which a fraction $1-e^{-1}$, about 63 %, of such devices have failed:

$$
P(T>t\,|\,\eta)=\exp\!\left[-(t/\eta)^{\beta}\right].
$$

Let $Y$ be a unit exponential variable, $P(Y>y)=e^{-y}$. Then $T=\eta\,Y^{1/\beta}$ has this distribution, since $T>t$ means $Y>(t/\eta)^\beta$. With natural logarithms throughout,

$$
\ln T=\ln\eta+\frac{1}{\beta}\ln Y .
$$

The first term differs between devices because their thicknesses differ. The second is the randomness of breakdown itself.

The moments of $\ln Y$ follow from

$$
\langle Y^q\rangle=\int_0^\infty y^q e^{-y}\,dy=\Gamma(1+q).
$$

Since $Y^q=e^{q\ln Y}$, the logarithm of this average generates the cumulants of $\ln Y$: its first derivative at $q=0$ is the mean and its second is the variance. The product form of the gamma function gives

$$
\ln\Gamma(1+q)=-\gamma_E q+\sum_{k=1}^{\infty}\left[\frac qk-\ln\!\left(1+\frac qk\right)\right],
$$

with $\gamma_E\approx0.577$ Euler's constant. One differentiation gives the digamma function,

$$
\psi(1+q)=-\gamma_E+\sum_{k=1}^\infty\left[\frac1k-\frac1{k+q}\right],
$$

and a second gives $\psi'(1+q)=\sum_k (k+q)^{-2}$. At $q=0$,

$$
\langle\ln Y\rangle=-\gamma_E,\qquad \mathrm{Var}(\ln Y)=\sum_{k=1}^\infty\frac1{k^2}=\frac{\pi^2}{6}.
$$

Now let $\eta$ be lognormal, $\ln\eta=\ln\eta_0+sZ$ with $Z$ a standard normal variable, and let $\beta$ be the same for all devices. The breakdown randomness $Y$ is independent of the thickness, so the covariance of the two terms in $\ln T$ is zero and

$$
\langle\ln T\rangle=\ln\eta_0-\frac{\gamma_E}{\beta},\qquad
\mathrm{Var}(\ln T)=s^2+\frac{\pi^2}{6\beta^2}.
$$

The variance uses no property of the normal distribution beyond its variance $s^2$. The normal shape matters below, for the tails and for other ways of fitting.

A single Weibull distribution with slope $\beta_a$ and scale $\eta_a$ has log variance $\pi^2/(6\beta_a^2)$ and log mean $\ln\eta_a-\gamma_E/\beta_a$. Equating the variances and multiplying by $6/\pi^2$ gives

$$
\frac1{\beta_a^2}=\frac1{\beta^2}+\frac{6s^2}{\pi^2},
\qquad\text{or}\qquad
\beta_a=\frac{\beta}{\sqrt{1+6\beta^2s^2/\pi^2}} .
$$

Equating the means gives

$$
\ln\eta_a=\ln\eta_0+\gamma_E\left(\frac1{\beta_a}-\frac1\beta\right).
$$

For $s>0$ the apparent slope is smaller than $\beta$ and the apparent scale is larger than $\eta_0$. When $\beta s\ll1$, expanding the square root gives $\beta_a\approx\beta(1-3\beta^2s^2/\pi^2)$, so a small spread enters in second order. When $\beta s\gg1$, $\beta_a\to\pi/(\sqrt6\,s)$: the measured slope then describes the spread of the scale lifetime between devices and, for given $s$, says almost nothing about the intrinsic slope $\beta$. If $\beta$ is known independently, the first form can be inverted to $s^2=(\pi^2/6)(\beta_a^{-2}-\beta^{-2})$.

To connect $s$ with thickness, consider a stack of hafnia, thickness $t_k$, on a silicon dioxide interlayer, thickness $t_i$, and assume that the interlayer limits the life. Without charge at their boundary the displacement is continuous, $\kappa_iE=\kappa_kE_k$, where $E$ is the interlayer field and $E_k$ the hafnia field. The voltage across the dielectric is

$$
V=Et_i+E_kt_k=E\,x,\qquad x=t_i+\frac{\kappa_i}{\kappa_k}t_k .
$$

Divide the device area into $N$ cells, any one of which can end its life. Let a cell have failed by time $t$ with probability $(t/\tau)^\beta$, for $t<\tau$. This is the form of a percolation model: a path needs a number of traps in line, each present with a probability that grows as a power of time. The number needed is proportional to the thickness, so $\beta$ is taken proportional to $t_i$. The device survives if all cells do,

$$
\left[1-(t/\tau)^\beta\right]^N\to\exp\!\left[-N(t/\tau)^\beta\right]
$$

for large $N$ at fixed $N(t/\tau)^\beta$. This is a Weibull law with $\eta=\tau N^{-1/\beta}$. With an exponential field acceleration, $\ln\tau=C-\Gamma E$,

$$
\ln\eta=C-\frac{\Gamma V}{x}-\frac{\ln N}{\beta}.
$$

Differentiate at fixed $V$ and $N$. From $\partial x/\partial t_i=1$, the field term gives $\Gamma V/x^2=\Gamma E/x$. From $\partial\beta/\partial t_i=\beta/t_i$, the cell term gives $(\ln N/\beta^2)(\beta/t_i)$. Hence

$$
g_i\equiv\frac{\partial\ln\eta}{\partial t_i}=\frac{\Gamma E}{x}+\frac{\ln N}{\beta t_i},\qquad
g_k\equiv\frac{\partial\ln\eta}{\partial t_k}=\frac{\kappa_i}{\kappa_k}\frac{\Gamma E}{x}.
$$

Both parts of $g_i$ are positive. A thicker interlayer has a lower field, and it also needs a longer chain of traps. If the two thicknesses are uniform within a device and vary independently between devices as Gaussians with standard deviations $\sigma_i$ and $\sigma_k$, then to first order $\ln\eta$ is a sum of Gaussian variables. The scale lifetime is lognormal to that order, with

$$
s^2=g_i^2\sigma_i^2+g_k^2\sigma_k^2 .
$$

The variation of $\beta$ has been kept here in the scale, where it is multiplied by the large number $\ln N$, and dropped in the term $(\ln Y)/\beta$. The cost of dropping it is found below.

As an example take $t_i=1.0$ nm, $t_k=2.0$ nm, $\kappa_i=3.9$, $\kappa_k=20$, $V=2.0$ V and $\Gamma=2.5$ cm/MV. Then $x=1.39$ nm and $E=14.4$ MV/cm. The field part of the sensitivity is $2.5\times14.39/1.39=25.9$ per nm. An area of 0.1 µm² with cells of edge 1 nm has $N=10^5$ and $\ln N=11.5$, so with $\beta=1.2$ at the nominal thickness the cell part is $11.5/(1.2\times1.0)=9.6$ per nm. Together $g_i=35.5$ per nm, while $g_k=5.05$ per nm. Finite differences of the 63 % lifetime of the cell model, at finite $N$, give the same two values.

For device-average spreads $\sigma_i=0.02$ nm and $\sigma_k=0.05$ nm, the contributions to the standard deviation of $\ln\eta$ are 0.7095 and 0.2523. Their squares add to $s^2=0.567$, so $s=0.753$. A 2 % spread of the interlayer thickness thus changes the lifetime by a factor of about two at one standard deviation. The intrinsic variance is $\pi^2/(6\times1.2^2)=1.142$, and

$$
\mathrm{Var}(\ln T)=0.567+1.142=1.709,\qquad
\beta_a=\frac{\pi}{\sqrt{6\times1.709}}=0.981 .
$$

Direct quadrature of the lifetime density, averaged over $Z$, also gives 1.709. The apparent slope is 18 % below the intrinsic one. With $\eta_0$ set to 1000 s, the matched scale is $\eta_a=1113$ s.

Matching two moments is one way of choosing a Weibull; maximum likelihood is another, and the two disagree because the true distribution is not a Weibull. Let $y=\ln(T/\eta_0)$. A Weibull with slope $b$ and log scale $m$, measured from $\ln\eta_0$, has the density $b\,e^{b(y-m)}\exp[-e^{b(y-m)}]$ in $y$. For a large sample in which every device is run to failure, the fit maximizes the mean log density

$$
\ell=\ln b+b(\langle y\rangle-m)-e^{-bm}\langle e^{by}\rangle .
$$

Setting $\partial\ell/\partial m=-b+b\,e^{-bm}\langle e^{by}\rangle=0$ gives $e^{bm}=\langle e^{by}\rangle$. Because $y=sZ+(\ln Y)/\beta$ with independent terms,

$$
bm=\ln\langle e^{by}\rangle=\tfrac12b^2s^2+\ln\Gamma(1+b/\beta).
$$

Inserting this and $\langle y\rangle=-\gamma_E/\beta$ leaves

$$
\ell(b)=\ln b-\frac{\gamma_E b}{\beta}-\tfrac12b^2s^2-\ln\Gamma(1+b/\beta)-1,
$$

and $\ell'(b)=0$ reads

$$
bs^2+\frac{\psi(1+b/\beta)+\gamma_E}{\beta}=\frac1b .
$$

The left side increases with $b$ and the right side decreases, so there is one solution. For small $s$ put $b=\beta(1-\delta)$. With $\psi(2)=1-\gamma_E$ and $\psi'(2)=\pi^2/6-1$, the first-order terms, multiplied by $\beta$, are

$$
\beta^2s^2+1-\delta\left(\frac{\pi^2}{6}-1\right)=1+\delta
\quad\Rightarrow\quad \delta=\frac{6\beta^2s^2}{\pi^2}.
$$

This is twice the fractional reduction found by matching variances. A direct numerical maximization at $s=0.05$ gives a ratio of 1.996. In the opposite limit, $\beta\to\infty$ at fixed $s$, the digamma term vanishes and $b\to1/s$, compared with $1.28/s$ from variance matching. In the example the likelihood slope is 0.864, a reduction of 28 % instead of 18 %. An apparent slope therefore has a definite meaning when the fitting rule is given with it.

The shape of the distribution shows what either fit does to a reliability projection. Put $u=t^\beta$ and $a=\eta^{-\beta}$. The surviving fraction is $S=\langle e^{-au}\rangle$, averaged over devices, and the cumulative hazard is $H=-\ln S$. A Weibull plot shows $\ln H$ against $\ln t$. Two differentiations give

$$
\frac{dH}{du}=\frac{\langle a\,e^{-au}\rangle}{\langle e^{-au}\rangle}\equiv\langle a\rangle_u,\qquad
\frac{d^2H}{du^2}=-\left(\langle a^2\rangle_u-\langle a\rangle_u^2\right)\le0 .
$$

Here $\langle\cdot\rangle_u$ is the average over the survivors. As the weak devices fail the survivors are increasingly the thick ones, and the hazard per unit of $u$ falls. Since $dH/du$ does not increase and $H(0)=0$, its integral from 0 to $u$ is at least $u\,dH/du$. The local slope of the Weibull plot therefore obeys

$$
\frac{d\ln H}{d\ln t}=\beta\,\frac{u}{H}\frac{dH}{du}\le\beta .
$$

At early times $u\to0$ and $H\to u\langle a\rangle$, so the local slope returns to $\beta$. The mean of $a$ is that of a lognormal variable,

$$
\langle a\rangle=\eta_0^{-\beta}\langle e^{-\beta sZ}\rangle=\eta_0^{-\beta}e^{\beta^2s^2/2},
$$

so the failed fraction $F=1-S$ starts as

$$
F\simeq e^{\beta^2s^2/2}\,(t/\eta_0)^\beta .
$$

Jensen's inequality, $\langle e^{-au}\rangle\ge e^{-\langle a\rangle u}$, adds a bound for all times: $F\le1-\exp[-e^{\beta^2s^2/2}(t/\eta_0)^\beta]$. In the early tail, thickness variation multiplies the number of failures by a constant, 1.50 in the example, and leaves the slope alone.

The printed local slopes show this. They are 1.200 at $F=10^{-4}$, 1.193 at 1 %, 0.940 at 50 % and 0.595 at 99 %. The value $\beta_a=0.981$ is a compromise over the whole plot, and most of the flattening lies among the late failures.

Extrapolation to small $F$ is affected strongly. Solving the early law for the time at which a fraction $p$ has failed gives

$$
t_p\simeq\eta_0\,p^{1/\beta}e^{-\beta s^2/2}.
$$

At $p=10^{-4}$, or 100 ppm, the lognormal mixture gives 0.330 s. Ignoring the variation, with the same $\eta_0$ and $\beta$, gives 0.464 s, which is optimistic by a factor of 1.4. The matched Weibull gives 0.093 s, pessimistic by a factor of 3.5, and the likelihood fit gives 0.027 s, lower still. The pessimism grows as $p$ decreases, because the fitted line varies as $p^{1/\beta_a}$ with $\beta_a<\beta$ while the mixture varies as $p^{1/\beta}$. These comparisons concern fits to complete samples. A fit to early failures alone would see a slope closer to $\beta$.

The constancy of $\beta$ can now be given up. At given thickness, $\ln T$ has mean $\ln\eta-\gamma_E/\beta$ and variance $\pi^2/(6\beta^2)$. The variance over all devices is the variance of the first plus the average of the second,

$$
\mathrm{Var}(\ln T)=\mathrm{Var}\!\left(\ln\eta-\frac{\gamma_E}{\beta}\right)+\frac{\pi^2}{6}\left\langle\frac1{\beta^2}\right\rangle .
$$

The term $-\gamma_E/\beta$ adds $\gamma_E/(\beta t_i)=0.48$ per nm to $g_i=35.5$ per nm, a small correction of the same sign. With the full dependence on thickness the variance is 1.726 instead of 1.709, and the matched slope is 0.976 instead of 0.981. A simulation of a million devices, drawn from the cell model without linearization, gives 1.724, within the 1 % tolerance set for this test. The distribution of $\ln\eta$ has a skewness of $-0.10$: both $-1/x$ and $-1/\beta$ bend downwards with thickness, which stretches the thin, short-lived side.

The early tail is more sensitive to this correction. In the full model the 100 ppm lifetime is 0.284 s, 14 % below the lognormal mixture with constant $\beta$, and the local slope there is 1.175. The curvature of $\ln\eta$ in thickness alone, with $\beta$ constant in the Weibull exponent, gives 0.322 s, a small part of the drop. The main reason is that early failures select thin devices, whose $\beta$ is smaller. In the tail a device with thickness $t_i+\epsilon$ contributes in proportion to $(t/\eta)^\beta$. At the nominal thickness the logarithm of this weight has the derivative

$$
\frac{\beta}{t_i}\ln\frac{t}{\eta_0}-\beta g_i=1.2\times(-8.17)-1.2\times35.5\approx-52\ \text{per nm}.
$$

Multiplying a Gaussian of variance $\sigma_i^2$ by $e^{-52\epsilon}$, with $\epsilon$ in nm, moves its centre by $-52\,\sigma_i^2=-0.021$ nm. The devices failing at this time are therefore about 2 % thinner than nominal, and their $\beta$ is about $1.2\times0.979=1.175$, as printed. The return of the slope to the nominal $\beta$ is a property of the model with a common $\beta$.

Voltage and area influence the apparent slope through $s$. If $V$ is lowered with thicknesses, area, $\Gamma$ and $\beta$ held fixed, the field parts of $g_i$ and $g_k$ fall in proportion to $V$ while the cell part stays. The spread $s$ decreases and $\beta_a$ rises, so a slope fitted at stress does not carry over unchanged to use conditions. If the area is multiplied by $r$ at fixed nominal thickness, $\ln\eta_0$ shifts by $-(\ln r)/\beta$, with the intrinsic slope in the denominator. Comparing devices of different area can thus reveal $\beta$ where a single plot shows $\beta_a$, provided that the thickness is uniform over each device and has the same distribution for both areas. The larger devices also have a slightly larger $s$, through $\ln N$.

The parameters are rough typical values for a metal-gate hafnia transistor under accelerated stress at 125 °C. The 2 V and the interlayer field of 14 MV/cm are far above normal operation, and the scale of 1000 s is a chosen test time, not a service life. The hafnia field is 2.8 MV/cm, below its rough breakdown field of 4 to 5 MV/cm, which fits the assumption that the interlayer limits life. Real hafnia contains traps, however, and a breakdown path that depends on them would change $g_k$ by an amount not estimated here. Another assumption that real devices break is uniform thickness within the gate. With a roughness of 0.05 nm, independent over 1000 patches of edge 10 nm, a simulation using the linear sensitivity and constant $\beta$ gives an extra spread of 0.19 in $\ln\eta$ and a mean shift of $-1.87$. In this approximation the shift shortens all lifetimes by a common factor of about 6.5; it is already contained in $\eta_0$ if that scale is measured on rough devices. Constant $\beta$ is a poor approximation for such roughness, however. Near $t=\eta_0$ the weight of a patch varies with its thickness as $e^{-\beta g_i\epsilon}$, so the patches that dominate failure are thinner than the mean by about $\beta g_i(0.05\ \text{nm})^2\approx0.11$ nm. If $\beta$ follows the local thickness, the slope within a single rough device is then only about 1.07, and with all the spreads of this paragraph included the matched slope falls to about 0.85, well below the constant-$\beta$ estimate given next. A temperature spread of 1 K with an activation energy of 0.7 eV adds 0.05, and a voltage spread of 5 mV adds 0.09. With $\beta$ held constant, these independent contributions combined in quadrature raise $s$ from 0.753 to 0.784 and lower $\beta_a$ from 0.981 to 0.968. A tunnelling current of 10 A/cm² through 1000 Ω of series resistance drops 10 µV and shifts $\ln\eta$ by about $2\times10^{-4}$, which is negligible. The exponential field law matters more. Lifetimes of very thin oxides are often described by a power of the voltage instead. If $\tau$ depended on the total voltage alone, the field parts of $g_i$ and $g_k$ would vanish, the thickness spreads would give only $s=0.19$, and $\beta_a$ would lie within 2 % of $\beta$. Real oxides keep a thickness dependence in this regime too. Their lifetime is roughly the charge to breakdown divided by the tunnelling current, and that current falls exponentially with thickness at fixed voltage. A rough WKB estimate for this stack adds 8 to 9 per nm to $g_i$, which gives $s\approx0.37$ and $\beta_a$ about 5 to 6 % below $\beta$. With exponential field acceleration and an interlayer that is smooth within each device, the interlayer thickness is the largest source of spread in the scale lifetime in this example. The randomness of breakdown itself still contributes more to the variance of $\ln T$, but the added spread is enough to bring the apparent slope close to 1 although the intrinsic slope is 1.2.

## Computed results

```
interlayer, hafnia thickness: 1.00, 2.00 nm
their device-to-device std: 0.020, 0.050 nm
permittivities SiO2, HfO2: 3.9, 20.0
dielectric voltage: 2.00 V; Gamma: 2.50 cm/MV
intrinsic slope beta: 1.200; eta0: 1000 s
area: 0.10 um^2; cell edge: 1.0 nm
cell number N: 100000; ln N: 11.513
equivalent thickness x: 1.390 nm
field in interlayer: 14.39 MV/cm
field in hafnia: 2.81 MV/cm
field part of sensitivity: 25.88 per nm
cell part of sensitivity: 9.59 per nm
total for t_i: 35.47; for t_k: 5.05 per nm
finite differences t_i, t_k: 35.47, 5.05 per nm
std of ln eta from t_i: 0.7095
std of ln eta from t_k: 0.2523
total s: 0.7530; s^2: 0.5670
intrinsic variance pi^2/(6 beta^2): 1.1423
Var(ln T) formula: 1.7093
Var(ln T) quadrature: 1.7093
matched slope beta_a: 0.9810
beta_a/beta: 0.8175
matched scale eta_a: 1113.4 s
large-beta ceiling pi/(sqrt6 s): 1.7033
likelihood slope: 0.8638
likelihood scale: 1149.1 s
slope-drop ratio at s=0.05: 1.9957
local slope at F=0.0001: 1.1999
local slope at F=0.01: 1.1926
local slope at F=0.5: 0.9398
local slope at F=0.99: 0.5951
early factor exp(beta^2 s^2/2): 1.5042
100 ppm life, mixture: 0.3303 s
100 ppm life, matched Weibull: 0.0931 s
100 ppm life, likelihood fit: 0.0269 s
100 ppm life, no variation: 0.4642 s
mixture/matched life ratio: 3.547
no-variation/mixture life ratio: 1.405
nonlinear model Var(ln T): 1.7258
Monte Carlo Var(ln T), 1000000 devices: 1.7241
nonlinear model matched slope: 0.9763
nonlinear model skewness of ln eta: -0.0999
nonlinear model 100 ppm life: 0.2839 s
nonlinear local slope there: 1.1749
temperature 398.15 K, std 1.0 K, Ea 0.7 eV
  gives std of ln eta: 0.0512
voltage std 5.0 mV gives: 0.0899
leakage 10 A/cm^2, series 1000 ohm
  drop: 10.00 uV; shift of ln eta: 1.8e-04
roughness 0.05 nm, 1000 patches of 10 nm
  std of ln eta: 0.192; mean shift: -1.87
s with these spreads added: 0.7838
matched slope then: 0.9677
```
